Anisotropy of a Druyvesteyn electron distribution at its mean energy

**Problem**

Electrons of mass m move through a gas of atoms of mass M in a steady, uniform electric field of strength E. They collide only elastically, the atoms are at rest before each collision, and the cross section σ does not depend on energy. The electron distribution is written as

f = f₀(ε) + f₁(ε) cosθ,

where ε is the electron energy and θ the angle between the velocity and the drift direction, which is opposite to the field.

(a) Find f₁/f₀ at the mean electron energy, to leading order in m/M, and evaluate it for argon.

(b) For argon at 1 Torr and 300 K with E = 0.3 V/cm and a rough cross section of 5×10⁻¹⁶ cm², find the mean energy and the drift velocity, and say what the anisotropy means for the motion.

(c) Find how the answer changes when the cross section varies as a power of energy, and when collisions between electrons make f₀ Maxwellian.

(d) Decide when the elastic estimate may be used for a real argon plasma.

**Solution of (a): the cosine part**

Let z be the drift direction. The force on an electron along z is eE, with e > 0, and the acceleration is a = eE/m. In a steady, uniform state the Boltzmann equation reads

a ∂f/∂v_z = (rate of change of f by collisions).

In terms of the speed v and the angle θ,

∂/∂v_z = cosθ ∂/∂v + (sin²θ/v) ∂/∂(cosθ).

Applied to the two terms of f, the left side becomes

a [cosθ df₀/dv + cos²θ df₁/dv + sin²θ f₁/v].

The part proportional to cosθ is a df₀/dv. On the right side, collisions remove electrons from a given direction at the rate v/λ, where λ = 1/(Nσ) is the mean free path and N the gas density. For isotropic scattering the electrons that return have no preferred direction, so they add nothing to the cosine part. If the scattering is not isotropic, σ stands for the momentum-transfer cross section. Hence

a df₀/dv = −(v/λ) f₁.

Since dε = m v dv, we have df₀/dv = m v df₀/dε, and therefore

f₁ = −eEλ df₀/dε.  (1)

The minus sign makes f₁ positive where f₀ falls with energy: more electrons then move with the electric force than against it.

**The energy balance**

A second relation follows from counting the electrons that cross a sphere of radius v in velocity space. The field carries them outward at the rate

4πv² × average of (a cosθ f) = 4πv² a f₁/3,

because the average of cosθ over all directions is zero and that of cos²θ is 1/3.

Recoil carries them inward. If an electron is deflected by an angle χ and its speed hardly changes, the atom receives a momentum whose square is 2m²v²(1 − cosχ). Dividing by 2M gives the energy lost:

m²v²(1 − cosχ)/M = (2m/M) ε (1 − cosχ).

For isotropic scattering the average of 1 − cosχ is 1. An electron thus loses the mean fraction 2m/M of its energy per collision, and

dε/dt = −(2m/M) ε v/λ.

Division by dε/dv = m v, with ε = mv²/2, turns this into

dv/dt = −(m/M) v²/λ.

Each loss is a tiny fraction of the energy, so to leading order in m/M it acts as a continuous inward flow, 4πv² f₀ (m/M) v²/λ.

In the steady state, with no electrons created or lost, the net flow is the same through every sphere. It vanishes at v = 0, so it vanishes everywhere:

a f₁/3 = (m/M)(v²/λ) f₀.

With a = eE/m and mv² = 2ε this gives

f₁/f₀ = 6 (m/M) ε/(eEλ).  (2)

**The distribution and its mean energy**

Inserting (1) into (2) gives

−eEλ df₀/dε = 6 (m/M) ε f₀/(eEλ),

or

d(ln f₀)/dε = −6 (m/M) ε/(eEλ)².

For constant λ the integral is

f₀ ∝ exp[−(ε/ε₀)²], with ε₀ = eEλ √(M/3m).  (3)

This is the Druyvesteyn distribution. From (3), eEλ = ε₀ √(3m/M), and (2) becomes

f₁/f₀ = 2√3 √(m/M) ε/ε₀.  (4)

The ratio grows linearly with energy, so a value for it means little until the energy is named. It would reach 1 at ε/ε₀ = √(M/12m), about 78 for argon, where f₀ is negligible.

The number of electrons in an energy interval is proportional to f₀ v² dv, that is, to √ε f₀ dε. With x = ε/ε₀ the mean energy is

ε̄/ε₀ = ∫x^(3/2) exp(−x²) dx / ∫x^(1/2) exp(−x²) dx.

Put u = x², so that dx = du/(2√u). The upper integral becomes ½∫u^(1/4) e^(−u) du = ½Γ(5/4), and the lower one ½∫u^(−1/4) e^(−u) du = ½Γ(3/4). Thus

ε̄ = ε₀ Γ(5/4)/Γ(3/4) = 0.7397 ε₀.

Equation (4) at this energy gives

f₁/f₀ = 2√3 × 0.7397 √(m/M) = 2.56 √(m/M).  (5)

For argon M/m = 72821 and √(m/M) = 0.003706, so

f₁/f₀ = 2.562 × 0.003706 = 0.0095, or about one percent.

Field, gas density and cross section have dropped out. The reason is visible in a rough balance. By (1) the anisotropy is of order eEλ/ε. The mean energy gained per free path is of order eEλ times this anisotropy, (eEλ)²/ε, while the loss is of order (m/M)ε. Equating the two gives ε of order eEλ√(M/m), and an anisotropy of order √(m/M). A stronger field raises the gain per path and the electron energy by the same factor.

**Is the two-term form good enough?**

The term left out first is f₂ P₂(cosθ), with P₂ = (3cos²θ − 1)/2. Writing cos²θ = 1/3 + (2/3)P₂ and sin²θ = 2/3 − (2/3)P₂ in the left side of the Boltzmann equation gives, for isotropic scattering,

(2/3) a (df₁/dv − f₁/v) = −(v/λ) f₂.

In terms of energy this is

f₂ = −(2/3) eEλ [df₁/dε − f₁/(2ε)].

By (3) and (4), f₁ ∝ ε exp[−(ε/ε₀)²], so df₁/dε = f₁(1/ε − 2ε/ε₀²). With r = f₁/f₀ = 2eEλ ε/ε₀²,

f₂/f₀ = (2/3) r [r − eEλ/(2ε)].

Both terms in the bracket are of order √(m/M), so f₂/f₀ is of order m/M. For the argon example below it is 3.3×10⁻⁵ at the mean energy.

A simulation of 6000 single electrons, with exact two-body recoil and no expansion in angle, tests the theory on two light model atoms. For M/m = 100 it gives f₁/f₀ = 0.255, against 0.256 from (5). For M/m = 400 it gives 0.126, against 0.128. These values are taken from electrons within 20 percent of the mean energy. Quadrupling the mass halves the anisotropy, as it should. The mean energies agree with theory to about 1 percent. For the second harmonic the lighter atom gives 0.027 against a predicted 0.024. The heavier one gives 0.002 against 0.006, so there the simulation does not confirm the predicted value.

**Solution of (b)**

The ideal-gas law gives N = 3.219×10¹⁶ cm⁻³. Then

λ = 1/(3.219×10¹⁶ × 5×10⁻¹⁶) cm = 0.0621 cm,

eEλ = 0.3 V/cm × 0.0621 cm × e = 0.0186 eV,

ε₀ = 0.01864 eV × √(72821/3) = 2.90 eV,

ε̄ = 0.7397 × 2.904 eV = 2.15 eV.

The mean energy is more than a hundred times the energy gained along one free path in the direction of the force. The electron keeps this energy through many deflections, which is why its direction is almost random.

The mean cosine at energy ε is the average of cosθ (f₀ + f₁cosθ), divided by f₀:

⟨cosθ⟩ = f₁/(3f₀) = 0.0032.

The fraction moving into the forward half-space is

½∫₀¹ [1 + (f₁/f₀)μ] dμ = ½ + f₁/(4f₀) = 0.5024.

So an anisotropy of one percent does not mean a forward excess of one percent: 50.24 percent of these electrons move forward and 49.76 percent backward.

The drift velocity is the average of v f₁/(3f₀) over all energies. With v = √(2ε₀/m) √x and f₁/f₀ = 2(eEλ/ε₀)x,

w = (2/3)(eEλ/ε₀) √(2ε₀/m) ⟨x^(3/2)⟩.

The average is ∫x² exp(−x²)dx / ∫x^(1/2) exp(−x²)dx = (√π/4)/[½Γ(3/4)] = √π/[2Γ(3/4)]. Hence

w = √π/[3Γ(3/4)] × (eEλ/ε₀) √(2ε₀/m) = 3.1×10⁵ cm/s.

An electron at the mean energy has a speed of 8.7×10⁷ cm/s, nearly 280 times larger.

**Solution of (c): other cross sections**

Equations (1) and (2) hold at each energy, so they remain valid when λ depends on ε. Let σ ∝ ε^s, with s > −1. Then λ ∝ ε^(−s), and

−d(ln f₀)/dε = 6 (m/M) ε/(eEλ)² ∝ ε^(1+2s).

Integration gives f₀ ∝ exp(−x^p), with p = 2 + 2s, x = ε/b and b an energy scale set by the field. The logarithmic slope is therefore also −d(ln f₀)/dε = p x^(p−1)/b.

Now multiply the two expressions for r = f₁/f₀. Equation (1) gives r = eEλ p x^(p−1)/b, and (2) gives r = 6(m/M) bx/(eEλ). The free path cancels in the product:

r² = 6p (m/M) x^p.

The substitution u = x^p in the mean-energy integrals gives

x̄ = Γ(5/2p)/Γ(3/2p).

At the mean energy, then,

f₁/f₀ = √(6p x̄^p) √(m/M).  (6)

For s = 0, p = 2 and (6) returns 2√3 x̄ = 2.56. For s = −1/2 the collision frequency v/λ is constant, p = 1 and f₀ is Maxwellian. Then x̄ = 3/2 and the coefficient is √9 = 3. For s = 1, a cross section proportional to energy, it is 1.79. The square-root dependence on mass survives in all these cases; the number in front does not.

**Solution of (c): strong electron-electron collisions**

Suppose that collisions between electrons force f₀ ∝ exp(−ε/T), with T in energy units, while σ is constant and the gas still controls f₁. Relation (1) gives

f₁/f₀ = eEλ/T,

the same at every energy. Relation (2) no longer holds energy by energy, because electrons exchange energy with one another. Only the total power must balance.

The heating power per electron is eE times the average of v f₁/(3f₀). Since v ∝ √ε and the weight is √ε f₀, it is proportional to

(eE/3)∫ε f₁ dε ∝ [(eE)²λ/(3T)] ∫ε e^(−ε/T) dε = (eE)²λT/3.

With the same factor left out, the recoil loss is

(2m/M)(1/λ)∫ε² e^(−ε/T) dε = (4m/M) T³/λ.

Equality gives T = eEλ √(M/12m), and so

f₁/f₀ = √(12m/M) = 3.46 √(m/M).

In the example T = 1.45 eV, the mean energy is 3T/2 = 2.18 eV and the ratio is 1.28 percent. The mean energy hardly differs from the Druyvesteyn value, but the Maxwellian is steeper at that energy, and by (1) the anisotropy follows the steepness.

**Solution of (d): a table of cases**

All rows are for the model argon gas at the density found above. The ratio is taken at the mean energy of each row.

| Case | E (V/cm) | Mean energy (eV) | f₁/f₀ (%) |
|---|---|---|---|
| Constant σ, cold atoms | 0.3 | 2.15 | 0.95 |
| Same, atoms at 300 K | 0.3 | 2.17 | 0.95 |
| σ proportional to ε | 0.3 | 2.4 | 0.66 |
| Maxwellian f₀, constant σ | 0.3 | 2.18 | 1.28 |
| Constant σ, with excitation | 3.0 | 4.8 | 3.9 |

The second row allows for energy that moving atoms return to the electrons. The effect is small because kT = 0.026 eV is far below the mean energy.

The third row uses σ = 1.3×10⁻¹⁶ cm² per eV of electron energy. It imitates the rise of argon's cross section from its deep Ramsauer minimum, at a few tenths of an eV, to roughly 10⁻¹⁵ cm² near 10 eV. A constant cross section is therefore a crude description of argon. In this comparison the rising law lowers the ratio by 30 percent of its value, but leaves its order of magnitude.

The last row breaks the estimate. The excitation cross section is a rough model: zero below 11.5 eV and rising by 7×10⁻¹⁸ cm² per eV above it. Ionization is left out. An excited atom takes 11.5 eV from an electron, which adds a second inward flow to the energy balance:

a f₁/3 = (m/M)(v²/λ) f₀ + (inward flow due to excitation)/(4πv²).

At a given energy and field, f₁/f₀ must then exceed the value in (2). With elastic collisions alone, a tenfold field would raise the mean energy tenfold, to 21 eV, and leave the ratio at 0.95 percent. With excitation the mean energy at this field is only 4.8 eV, while eEλ has still grown tenfold. The ratio rises to 3.9 percent, and excitation takes 95 percent of the power.

At 0.3 V/cm the same excitation model changes neither the mean energy nor the ratio at the digits shown, and takes only 1×10⁻⁵ of the power. The reason is the steep fall of f₀: relative to its value at zero energy, it is exp[−(11.5/2.904)²], about 1.5×10⁻⁷, at the threshold. At this gas density excitation takes half the power at 0.83 V/cm. Because the balance depends on E/N, this corresponds to (0.83/0.3) × 0.932 Td, or about 2.6 Td. The figure inherits the roughness of both cross sections. It is probably too low for real argon, whose elastic cross section rises towards the threshold: by (c), a rising cross section makes the tail of f₀ fall more steeply, so a stronger field is needed to excite the atoms. With the rising law of the third row and the same excitation model, the half-power point moves to about 1.9 V/cm, or 5.9 Td, more than twice the constant-σ value.

**Comparison with a processing plasma**

The example, at E/N = 0.93 Td, resembles a drift tube or a weakly ionized region fed with electrons from elsewhere. A discharge that sustains itself by electron impact must ionize argon, and so needs electrons above the excitation threshold as well. Where excitation takes most of the power, one percent is too low, but by how much depends on the elastic cross section. The last row, with constant σ, gives a factor of about four at 3 V/cm. With the rising law and the same excitation model, the ratio is about 1.0 percent where excitation takes half the power and about 1.7 percent at 3 V/cm.

Electron density also matters. A measure of the electron-electron collision rate, with n the electron density and ϵ the vacuum permittivity, is

ν = n e⁴ lnΛ/(4πϵ²m²v³).

Here Λ = 12πnD³, and D is the Debye length for a temperature of 2ε̄/3. At the mean energy of the example, this rate is 0.05 times the elastic energy-loss rate (2m/M)v/λ for n = 10⁸ cm⁻³, but 4 times that rate for n = 10¹⁰ cm⁻³, a density of the order found in many processing plasmas. The two are equal near 2×10⁹ cm⁻³. Well below that density the Druyvesteyn value should be a good approximation within this model; well above it, f₀ should approach a Maxwellian, at least around the mean energy. The value of 1.28 percent then holds only if excitation remains weak, and a full Maxwellian does not allow that in this example. Take the weights used in (c), energies in eV and cross sections in 10⁻¹⁶ cm². At T = 1.452 eV the recoil loss is (4m/M) × 5T³ = 8.4×10⁻⁴. The excitation loss is 11.5 × 0.07 times the integral of ε(ε − 11.5) e^(−ε/T) from 11.5 eV upward, which is 0.805 (11.5T² + 2T³) e^(−11.5/T) = 8.9×10⁻³, about ten times more. The temperature would therefore settle at a lower value, and f₁/f₀ = eEλ/T would lie above 1.28 percent. This argument needs a distribution that is Maxwellian up to the threshold, and so a density well above 10¹⁰ cm⁻³. Apart from the logarithm, the ratio of the two rates falls as 1/ε²: at 10¹⁰ cm⁻³ it is 4 at the mean energy but only about 0.14 at 11.5 eV.

Finally, the field must act over a sufficient distance. To gain the mean energy from it, even with no losses on the way, an electron must advance by at least

ε̄/(eE) = 2.148/0.3 cm = 7.2 cm.

Recoil losses lengthen this distance: in the constant-σ model a swarm that starts cold has a mean energy of about 1.65 eV after advancing 7.2 cm, and it reaches 90 percent of the steady value after about 10 cm and 99 percent after about 19 cm. In a gap of a few centimetres at this pressure and field, electrons that start with little energy cannot reach this mean energy, so the local balance used here need not hold.

The estimate of one percent thus belongs to a model of argon with constant cross section, in a uniform steady field with negligible excitation, few electrons and a sufficiently long path. If the cross section is allowed to vary while the other conditions hold, the number changes: the rising law, which is closer to real argon at these energies, gives about 0.7 percent. The numerical output below lists the values behind the table and most of the estimates.

Calculated quantities

```
Mean energy / e0: 0.7397
Coefficient of sqrt(m/M): 2.5623
Argon M/m: 72821; sqrt(m/M): 0.003706
Argon f1/f0 at mean energy: 0.00950 = 0.950 %
Monte Carlo, model atoms (energy unit: force times free path)
 M/m=100: mean energy 4.321, theory 4.270
   f1/f0 0.2550, theory 0.2562
   f2/f0 0.0266, theory 0.0238
 M/m=400: mean energy 8.582, theory 8.541
   f1/f0 0.1263, theory 0.1281
   f2/f0 0.0023, theory 0.0059
Example: p=1.0 Torr, T=300.0 K, E=0.3 V/cm
Rough constant cross section: 5.0e-16 cm^2
Gas density: 3.219e+16 cm^-3
Reduced field: 0.932 Td
Mean free path: 0.0621 cm
Energy gain per free path eE*path: 0.01864 eV
Energy scale e0: 2.904 eV
Mean energy: 2.148 eV
Mean cosine at mean energy: 0.00317
Forward-moving fraction there: 0.50237
Drift velocity: 3.128e+05 cm/s
Speed at mean energy: 8.693e+07 cm/s
Second harmonic f2/f0 at mean energy: 3.26e-05
Energy-flux solver, same model: f1/f0 = 0.950 %
Same at twice the field: 0.950 %
Coefficient, constant collision rate: 3.000
Coefficient, cross section ~ energy: 1.794
Rough rising cross section: 1.3e-16 cm^2 per eV
  mean energy 2.405 eV, f1/f0 0.665 %
Gas at 300.0 K (kT=0.0259 eV): mean 2.170 eV, f1/f0 0.947 %
Rough excitation: threshold 11.5 eV, slope 7.0e-18 cm^2 per eV
  E=0.3 V/cm: mean 2.148 eV, f1/f0 0.950 %, power share 9.94e-06
  E=3.0 V/cm: mean 4.780 eV, f1/f0 3.945 %, power share 9.52e-01
Field where excitation takes half the power: 0.83 V/cm
Maxwellian limit: T=1.452 eV, f1/f0 1.284 %, coefficient 3.464
Elastic energy-loss rate at mean energy: 3.84e+04 1/s
Electron-electron rate / that rate at 1e+08 cm^-3: 0.047
Electron-electron rate / that rate at 1e+10 cm^-3: 3.989
Electron density where the two are equal: 2.4e+09 cm^-3
Distance over which eE supplies the mean energy: 7.16 cm
```
